**Potential parameters and the zero trace of canonical bands**

The program tests the parametrization $1/P=\gamma+\Delta/(E-C)$, the map $E=C+\Delta S/(1-\gamma S)$, and the zero trace of unhybridized canonical bands for $l>0$. Here $P$ is the potential function, $S$ a canonical eigenvalue, $C$ the centre, $\Delta$ the width and $\gamma$ the distortion. It asserts that bond blocks obtained by projecting displaced multipole tails on a sphere follow the binomial formula for $l=0$ to 3 and are traceless for $l=1$ to 3. For d states it also compares the projected block with symbolic differentiation and with the tensor formula used in the lattice sums. The radial tests cover the Wronskian, the matching formula for $P$ and the cubic energy error, and mapped energies are compared with direct roots of $P(E)=S$. In the model fcc crystal the largest d trace at the four listed k points is $7\times10^{-15}$. The mapped d width at X is 0.222 Hartree against 0.214 Hartree from direct roots, and the zone average of the mapped energies lies 0.0059 Hartree above $C$.

## Check in Python

```python
"""
Result under test (atomic-sphere approximation, Hartree atomic units):
  1/P(E) = gamma + Delta/(E - C), so that a canonical eigenvalue S of the
  unhybridized l block gives E = C + Delta*S/(1 - gamma*S), and the sum of the
  canonical eigenvalues is zero at every k when l > 0.
Symbols: P potential function; D logarithmic derivative at sphere radius s;
  w length scale; C centre; Delta width; gamma distortion; E_nu expansion energy;
  phi normalized radial function at E_nu, phidot its energy derivative;
  p = integral of phidot^2 r^2; omega(D) mixing coefficient in phi + omega*phidot.
Example: fcc crystal of Gaussian wells, d states.
"""
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, lpmv

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(4)
l = 2
s = 2.5
w = s
depth = 14.0
a = s * (16 * np.pi / 3) ** (1 / 3)      # fcc: sphere volume = a^3/4


# ---------- structure constants of one bond, from the definition ----------
def harmonics(ell, vec):
    """Complex spherical harmonics, m = -ell..ell, for an array of vectors."""
    r = np.linalg.norm(vec, axis=1)
    ct, az = vec[:, 2] / r, np.arctan2(vec[:, 1], vec[:, 0])
    rows = {}
    for m in range(ell + 1):
        norm = np.sqrt((2 * ell + 1) / (4 * np.pi)
                       * factorial(ell - m) / factorial(ell + m))
        rows[m] = norm * lpmv(m, ell, ct) * np.exp(1j * m * az)
        rows[-m] = rows[m] if m == 0 else (-1) ** m * rows[m].conj()
    return np.array([rows[m] for m in range(-ell, ell + 1)])


ct, wt = np.polynomial.legendre.leggauss(32)
az = 2 * np.pi * np.arange(64) / 64
CT, AZ = np.meshgrid(ct, az, indexing="ij")
ST = np.sqrt(1 - CT ** 2)
unit = np.stack([ST * np.cos(AZ), ST * np.sin(AZ), CT], axis=-1).reshape(-1, 3)
weight = np.repeat(wt, 64) * 2 * np.pi / 64
bond = np.array([1.3, -2.1, 3.2])
bond_length = np.linalg.norm(bond)
rho = 0.35 * bond_length
shifted = rho * unit - bond
dist = np.linalg.norm(shifted, axis=1)

bond_trace = {}
for ell in range(4):
    Y_here = harmonics(ell, unit)
    assert np.allclose((abs(Y_here) ** 2).sum(0), (2 * ell + 1) / (4 * np.pi))
    tail = (w / dist) ** (ell + 1) * harmonics(ell, shifted)
    block = (Y_here.conj() * weight) @ tail.T
    block *= -2 * (2 * ell + 1) * (w / rho) ** ell
    assert np.allclose(block, block.conj().T, atol=1e-9)
    law = [(-1) ** (ell + abs(m) + 1) * 2 * (2 * ell + 1) * comb(2 * ell, ell + m)
           * (w / bond_length) ** (2 * ell + 1) for m in range(-ell, ell + 1)]
    assert np.allclose(np.linalg.eigvalsh(block), sorted(law), atol=1e-9)
    bond_trace[ell] = np.trace(block).real
    if ell > 0:
        assert abs(bond_trace[ell]) < 1e-9
assert abs(bond_trace[0] + 2 * w / bond_length) < 1e-9

# Real d harmonics are sqrt(15/8pi) n.Q.n with orthonormal traceless matrices Q.
Q = np.zeros((5, 3, 3))
for i, (b, c) in enumerate([(0, 1), (1, 2), (0, 2)]):
    Q[i, b, c] = Q[i, c, b] = 1 / np.sqrt(2)
Q[3] = np.diag([1, -1, 0]) / np.sqrt(2)
Q[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def d_blocks(vectors):
    """5x5 d structure constants for each bond vector."""
    r = np.linalg.norm(vectors, axis=1)
    n = vectors / r[:, None]
    Qn = np.einsum("iab,Nb->Nia", Q, n)
    nQn = np.einsum("Nia,Na->Ni", Qn, n)
    shape = (-10 * np.eye(5) + 100 * np.einsum("Nia,Nja->Nij", Qn, Qn)
             - 175 * nQn[:, :, None] * nQn[:, None, :])
    return (w / r)[:, None, None] ** 5 * shape


def real_d(vec):
    n = vec / np.linalg.norm(vec, axis=1)[:, None]
    return np.sqrt(15 / (8 * np.pi)) * np.einsum("Na,iab,Nb->iN", n, Q, n)


projected = -10 * (w / rho) ** 2 * (
    (real_d(unit) * weight) @ ((w / dist) ** 3 * real_d(shifted)).T)
assert np.allclose(projected, d_blocks(bond[None])[0], atol=1e-9)

# The same block from solid harmonics used as differential operators on 1/R.
xyz = sp.symbols("x y z", real=True)


def apply_operator(matrix, func):
    return sum(float(matrix[b, c]) * sp.diff(func, xyz[b], xyz[c])
               for b in range(3) for c in range(3) if matrix[b, c] != 0)


inverse_r = 1 / sp.sqrt(sum(q ** 2 for q in xyz))
once = [apply_operator(Qi, inverse_r) for Qi in Q]
entries = [apply_operator(Q[i], once[j]) for i in range(5) for j in range(5) if j >= i]
values = np.array(sp.lambdify(xyz, entries, "numpy", cse=True)(*bond), dtype=float)
prefactor = -8 * np.pi / 9 * 15 / (8 * np.pi) * w ** 5
assert np.allclose(prefactor * values, projected[np.triu_indices(5)], atol=1e-8)


# ---------- Bloch sums on the fcc lattice ----------
def fcc_bonds(cutoff):
    """Bond vectors and smooth cutoff weights; cutoff in lattice constants."""
    g = np.arange(-int(2 * cutoff), int(2 * cutoff) + 1)
    pts = np.stack(np.meshgrid(g, g, g, indexing="ij"), axis=-1).reshape(-1, 3)
    pts = pts[pts.sum(1) % 2 == 0] / 2
    r = np.linalg.norm(pts, axis=1)
    keep = (r > 0.1) & (r <= cutoff)
    smooth = 0.5 * erfc((r[keep] - 0.7 * cutoff) / (0.12 * cutoff))
    return a * pts[keep], smooth


def d_bloch(k_list, cutoff):
    bonds, smooth = fcc_bonds(cutoff)
    blocks = (smooth[:, None, None] * d_blocks(bonds)).reshape(-1, 25)
    return (np.cos(np.asarray(k_list) @ bonds.T) @ blocks).reshape(-1, 5, 5)


k_unit = 2 * np.pi / a
k_frac = {"Gamma": (0, 0, 0), "X": (1, 0, 0), "L": (0.5, 0.5, 0.5),
          "general": (0.31, 0.17, 0.52)}
k_points = k_unit * np.array(list(k_frac.values()))
S_k = d_bloch(k_points, 12)
assert np.allclose(S_k, d_bloch(k_points, 9), atol=5e-3)   # lattice-sum convergence
canonical = dict(zip(k_frac, np.linalg.eigvalsh(S_k)))
largest_trace = max(abs(v.sum()) for v in canonical.values())
assert largest_trace < 1e-8

# p bands close to k = 0 along x: direction-dependent limit, still traceless
bonds_p, smooth_p = fcc_bonds(16)
r_p = np.linalg.norm(bonds_p, axis=1)
n_p = bonds_p / r_p[:, None]
p_diag = 6 * ((w / r_p) ** 3 * smooth_p)[:, None] * (3 * n_p ** 2 - 1)
p_far, p_near = [np.cos(q * k_unit * bonds_p[:, 0]) @ p_diag for q in (0.4, 0.2)]
p_limit = (4 * p_near - p_far) / 3          # removes the k^2 term
assert np.allclose(p_limit, [-12, 6, 6], atol=0.3)
assert abs(p_near.sum()) < 1e-8


# ---------- radial functions and potential parameters ----------
def curvature(r, E):
    return l * (l + 1) / r ** 2 + 2 * (-depth * np.exp(-r * r) - E)


def edge(E):
    """u and u' at the sphere, with u = r*phi not normalized."""
    r0 = 0.01
    sol = solve_ivp(lambda r, y: [y[1], curvature(r, E) * y[0]], (r0, s),
                    [1.0, (l + 1) / r0], method="DOP853", rtol=1e-11, atol=1e-12)
    return sol.y[:, -1]


def log_derivative(E):
    u, du = edge(E)
    return s * du / u - 1


def potential_function(D, scale):
    return 2 * (2 * l + 1) * (scale / s) ** (2 * l + 1) * (D + l + 1) / (D - l)


D_nu = -2.0


def mismatch(E):
    u, du = edge(E)
    return s * du - (D_nu + 1) * u


scan = np.arange(-3.0, 3.01, 0.25)
signs = [mismatch(E) for E in scan]
assert signs[0] > 0
first = next(i for i in range(len(scan) - 1) if signs[i] * signs[i + 1] < 0)
E_nu = brentq(mismatch, scan[first], scan[first + 1], xtol=1e-12)


def full_rhs(r, y):
    u, du, v, dv = y[:4]
    q = curvature(r, E_nu)
    return [du, q * u, dv, q * v - 2 * u, u * u, u * v, v * v]


r0 = 0.01
u, du, v, dv, uu, uv, vv = solve_ivp(
    full_rhs, (r0, s), [1.0, (l + 1) / r0, 0, 0, 0, 0, 0],
    method="DOP853", rtol=1e-11, atol=1e-12).y[:, -1]
mix = uv / uu
p = (vv - uv ** 2 / uu) / uu
v, dv = v - mix * u, dv - mix * du
phi, phidot = u / s / np.sqrt(uu), v / s / np.sqrt(uu)
dphi = (du - u / s) / s / np.sqrt(uu)
dphidot = (dv - v / s) / s / np.sqrt(uu)
D_phi, D_phidot = s * dphi / phi, s * dphidot / phidot
assert abs(s ** 2 * (phi * dphidot - dphi * phidot) + 2) < 1e-6
h = 1e-3
slope = (log_derivative(E_nu + h) - log_derivative(E_nu - h)) / (2 * h)
assert abs(slope * s * phi ** 2 / -2 - 1) < 1e-2


def omega(D):
    return -(phi / phidot) * (D - D_phi) / (D - D_phidot)


C = E_nu + omega(-l - 1)
phi_minus = phi + omega(-l - 1) * phidot
Delta = s / 4 * (s / w) ** (2 * l + 1) * phi_minus ** 2
gamma = ((s / w) ** (2 * l + 1) / (2 * (2 * l + 1))
         * (D_phidot - l) / (D_phidot + l + 1))
pole = C - Delta / gamma
assert abs(E_nu + omega(l) - pole) < 1e-6 * max(1, abs(pole))

# P from direct matching N*phi + P*J = K in value and slope, with another scale
scale = 3.0
J = (s / scale) ** l / (2 * (2 * l + 1))
K = (scale / s) ** (l + 1)
matched = np.linalg.solve([[phi, J], [dphi, l * J / s]], [K, -(l + 1) * K / s])[1]
assert abs(matched / potential_function(D_phi, scale) - 1) < 1e-9


def band_energy(S):
    return C + Delta * S / (1 - gamma * S)


# Error law: recovered energy minus true energy = p*eps^3 (odd part in eps)
eps = 0.01
miss = [band_energy(potential_function(log_derivative(E_nu + e), w)) - E_nu - e
        for e in (eps, -eps)]
p_from_error = (miss[0] - miss[1]) / (2 * eps ** 3)
assert abs(p_from_error / p - 1) < 0.03


def direct_energy(S):
    """Root of P(E) = S with the integrated radial function, no parametrization."""
    def gap(E):
        u_s, du_s = edge(E)
        return (2 * (2 * l + 1) * (w / s) ** (2 * l + 1) * (s * du_s + l * u_s)
                - S * (s * du_s - (l + 1) * u_s))
    guess = band_energy(S)
    return brentq(gap, guess - 0.05, guess + 0.05, xtol=1e-10)


table = {}
for name in ("Gamma", "X", "L"):
    S_values = canonical[name]
    assert np.all(1 - gamma * S_values > 0)
    mapped = band_energy(S_values)
    direct = np.array([direct_energy(S) for S in S_values])
    assert np.all(abs(direct - mapped) < 2 * p * abs(mapped - E_nu) ** 3 + 1e-7)
    table[name] = (S_values, mapped, direct)

# ---------- centre of gravity over the zone ----------
recip = k_unit * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
f = (np.arange(6) + 0.5) / 6
mesh = np.stack(np.meshgrid(f, f, f, indexing="ij"), axis=-1).reshape(-1, 3) @ recip
S_mesh = np.linalg.eigvalsh(d_bloch(mesh, 12))
assert abs(S_mesh.sum(1)).max() < 1e-8
assert np.all(1 - gamma * S_mesh > 0)
bonds, _ = fcc_bonds(12)
bond_sum = ((w / np.linalg.norm(bonds, axis=1)) ** (4 * l + 2)).sum()
moment_law = 4 * (2 * l + 1) * comb(4 * l, 2 * l) * bond_sum
moment_mesh = (S_mesh ** 2).mean()
assert abs(moment_mesh / moment_law - 1) < 0.01
shift = band_energy(S_mesh).mean() - C
shift_law = Delta * gamma * (S_mesh ** 2 / (1 - gamma * S_mesh)).mean()
assert abs(shift - shift_law) < 1e-10
assert shift * gamma > 0

# ---------- output ----------
print(f"well depth {depth:.1f} Hartree, range 1 bohr, l = {l}")
print(f"sphere radius s = w = {s:.2f} bohr, fcc lattice constant a = {a:.4f} bohr")
for ell, value in bond_trace.items():
    print(f"trace of one bond block, l = {ell}: {value:.6f} (R = {bond_length:.4f} bohr)")
print(f"E_nu = {E_nu:.6f} Hartree, where D = {D_phi:.4f}")
print(f"phi(s) = {phi:.6f} bohr^-3/2")
print(f"phidot(s) = {phidot:.6f} bohr^-3/2 Hartree^-1, D_phidot = {D_phidot:.5f}")
print(f"omega(-l-1) = {omega(-l - 1):.6f} Hartree")
print(f"phi + omega(-l-1)*phidot at s = {phi_minus:.6f} bohr^-3/2")
print(f"C = {C:.6f} Hartree")
print(f"Delta = {Delta:.6f} Hartree = {Delta * HARTREE_EV:.4f} eV")
print(f"gamma = {gamma:.6f} (dimensionless)")
print(f"pole of P in the parametrization: {pole:.5f} Hartree")
print(f"p = {p:.4f} Hartree^-2; from the cubic error: {p_from_error:.4f} Hartree^-2")
print("k, canonical S, mapped E (Hartree), direct root of P(E)=S (Hartree)")
for name, (S_values, mapped, direct) in table.items():
    for S, Em, Ed in zip(S_values, mapped, direct):
        print(f"{name:6s} {S:10.3f} {Em:11.5f} {Ed:11.5f}")
    print(f"{name:6s} mean mapped E - C = {mapped.mean() - C:.6f} Hartree")
print("general k =", k_frac["general"], "in 2pi/a; S =",
      " ".join(f"{S:.3f}" for S in canonical["general"]))
print(f"largest |trace of S(k)| at the four k points = {largest_trace:.1e}")
width = table["X"][1][-1] - table["X"][1][0]
width_direct = table["X"][2][-1] - table["X"][2][0]
print(f"d width at X, mapped = {width:.5f} Hartree = {width * HARTREE_EV:.3f} eV")
print(f"d width at X, direct = {width_direct:.5f} Hartree")
print(f"zone mean of S^2: mesh {moment_mesh:.3f}, bond sum {moment_law:.3f}")
print(f"zone mean of E - C = {shift:.6f} Hartree = {shift * HARTREE_EV:.4f} eV")
print(f"leading estimate Delta*gamma*mean(S^2) = {Delta * gamma * moment_law:.6f} Hartree")
print("p bands, k to 0 along x: S_xx, S_yy, S_zz =",
      " ".join(f"{q:.2f}" for q in p_limit))
print("all good")
```

Printed output:

```
well depth 14.0 Hartree, range 1 bohr, l = 2
sphere radius s = w = 2.50 bohr, fcc lattice constant a = 6.3972 bohr
trace of one bond block, l = 0: -1.236927 (R = 4.0423 bohr)
trace of one bond block, l = 1: 0.000000 (R = 4.0423 bohr)
trace of one bond block, l = 2: -0.000000 (R = 4.0423 bohr)
trace of one bond block, l = 3: -0.000000 (R = 4.0423 bohr)
E_nu = -0.171259 Hartree, where D = -2.0000
phi(s) = 0.140004 bohr^-3/2
phidot(s) = -1.166667 bohr^-3/2 Hartree^-1, D_phidot = 2.89783
omega(-l-1) = 0.020347 Hartree
phi + omega(-l-1)*phidot at s = 0.116265 bohr^-3/2
C = -0.150912 Hartree
Delta = 0.008449 Hartree = 0.2299 eV
gamma = 0.015223 (dimensionless)
pole of P in the parametrization: -0.70589 Hartree
p = 2.5914 Hartree^-2; from the cubic error: 2.5921 Hartree^-2
k, canonical S, mapped E (Hartree), direct root of P(E)=S (Hartree)
Gamma      -2.744    -0.17316    -0.17316
Gamma      -2.744    -0.17316    -0.17316
Gamma      -2.744    -0.17316    -0.17316
Gamma       4.116    -0.11382    -0.11431
Gamma       4.116    -0.11382    -0.11431
Gamma  mean mapped E - C = 0.001487 Hartree
X         -16.404    -0.26181    -0.26003
X         -14.595    -0.25180    -0.25054
X           9.127    -0.06136    -0.06476
X          10.936    -0.04007    -0.04575
X          10.936    -0.04007    -0.04575
X      mean mapped E - C = 0.019891 Hartree
L         -12.915    -0.24210    -0.24123
L          -3.058    -0.17560    -0.17560
L          -3.058    -0.17560    -0.17560
L           9.516    -0.05690    -0.06071
L           9.516    -0.05690    -0.06071
L      mean mapped E - C = 0.009493 Hartree
general k = (0.31, 0.17, 0.52) in 2pi/a; S = -8.352 -2.995 0.162 3.089 8.096
largest |trace of S(k)| at the four k points = 7.1e-15
d width at X, mapped = 0.22174 Hartree = 6.034 eV
d width at X, direct = 0.21428 Hartree
zone mean of S^2: mesh 45.825, bond sum 45.823
zone mean of E - C = 0.005868 Hartree = 0.1597 eV
leading estimate Delta*gamma*mean(S^2) = 0.005893 Hartree
p bands, k to 0 along x: S_xx, S_yy, S_zz = -11.97 5.98 5.98
all good
```
